Driscoll-Healy weights on the equiangular sphere grid, compared with Gauss-Legendre latitudes

**What symmetry fixes**

A function on the sphere has band limit L if it contains spherical harmonics of degree l < L and no others:

f(θ,φ) = Σ_{l<L} Σ_{|m|≤l} f_lm Y_lm(θ,φ).

There are 1 + 3 + … + (2L−1) = L² coefficients. The task is to compute them from samples on the grid

θ_j = πj/(2L), φ_k = πk/L, j, k = 0, …, 2L−1.

The ring j = 0 is the north pole; the south pole is absent. A coefficient is an integral of f Y*_lm over the sphere, and a quadrature rule turns that integral into a weighted sum of samples.

Suppose some weights W_jk integrate every function of degree at most D. A rotation by π/L about the polar axis maps the grid onto itself and leaves both the degree and the integral unchanged, so the rotated weights work too. So does the average over all 2L such rotations, and it does not depend on k. Nothing is lost by writing

∫ f dΩ ≈ (π/L) Σ_j w_j Σ_k f(θ_j,φ_k).

The factor π/L is the longitude step. For f = 1 the left side is 4π and the right side is (π/L)(2L) Σ_j w_j, so Σ_j w_j = 2. The two-dimensional problem has become one of finding 2L numbers w_j with

Σ_j w_j p(cosθ_j) = ∫_0^π p(cosθ) sinθ dθ

for all polynomials p up to a sufficient degree. All quantities are dimensionless.

**The case L = 2 by hand**

The rings lie at 0°, 45°, 90° and 135°. Four weights can meet four conditions, so require exactness for p = 1, x, x², x³ with x = cosθ. The integrals over −1 ≤ x ≤ 1 are 2, 0, 2/3, 0, and the nodes are x = 1, 1/√2, 0, −1/√2:

w_0 + w_1 + w_2 + w_3 = 2
w_0 + (w_1 − w_3)/√2 = 0
w_0 + (w_1 + w_3)/2 = 2/3
w_0 + (w_1 − w_3)/(2√2) = 0.

Twice the fourth equation minus the second gives w_0 = 0. Then w_1 = w_3, the third equation gives w_1 = 2/3, and the first gives w_2 = 2/3. The pole has no weight and the other three rings have equal weight.

Apply this to a function whose coefficients are known:

f = 1 + 2 cosθ + 3 sinθ cosφ.

The Y_lm = Θ_lm(θ) e^{imφ} are orthonormal with the Condon-Shortley phase, so that

Θ_00 = 1/√(4π), Θ_10 = √(3/(4π)) cosθ, Θ_{1,±1} = ∓√(3/(8π)) sinθ.

For m = 0 only the ring means matter, because (π/2) Σ_k f is 2π times the mean. The cosφ term averages to zero over the four longitudes, leaving means 1 + 2 cosθ_j = 3, 2.414, 1, −0.414. Hence

f_00 = (2π/√(4π)) · (2/3)(2.414 + 1 − 0.414) = √π · 2 = 3.5449.

For l = 1, m = 0 each mean is also multiplied by cosθ_j, and the prefactor is 2π√(3/(4π)) = √(3π):

f_10 = √(3π) · (2/3)(2.414 · 0.7071 + 0 + 0.414 · 0.7071) = √(3π) · 4/3 = 4.0933.

For m = 1 the products cosφ_k e^{−iφ_k} are 1, 0, 1, 0, with sum 2, while the φ-independent part of f sums to zero against e^{−iφ_k}. The ring transform is therefore (π/2) · 3 sinθ_j · 2 = 3π sinθ_j, and

f_11 = −√(3/(8π)) · 3π · (2/3)(1/2 + 1 + 1/2) = −√(6π) = −4.3416.

For m = −1 only the sign of Θ changes, so f_{1,−1} = +4.3416. All four agree with the analytic coefficients.

An obvious alternative is to weight each ring by its area element, sinθ_j times the step π/4. These naive weights are 0, 0.5554, 0.7854, 0.5554, with sum 1.8961 instead of 2. They give f_00 = 3.3608, which is 5.2% too small, f_10 = 3.4099, which is 16.7% too small, and |f_11| = 4.3658, which is 0.6% too large. The samples are the same; the weights alone make the difference.

**Which polynomials must be integrated**

For general L, the recovery formula is

f_lm = (π/L) Σ_j w_j Σ_k f(θ_j,φ_k) Y*_lm(θ_j,φ_k), l < L.

Insert one harmonic Y_l'm' with l' < L for f. The longitude sum is

Σ_{k=0}^{2L−1} e^{i(m'−m)πk/L}.

If m' − m is a multiple of 2L, every term is 1 and the sum is 2L. Otherwise it is a geometric series whose numerator e^{2πi(m'−m)} − 1 vanishes. Since |m' − m| ≤ 2L − 2, the only surviving case is m' = m, and (π/L)(2L) = 2π is the exact longitude integral.

What remains is the latitude sum of Θ_lm Θ_l'm. Each factor is sin^{|m|}θ times a polynomial in x of degree l − |m| or l' − |m|. The product contains sin^{2|m|}θ = (1 − x²)^{|m|}, which is a polynomial even for odd m. The total degree is 2|m| + (l − |m|) + (l' − |m|) = l + l' ≤ 2L − 2. A latitude rule exact through this degree thus recovers every coefficient.

**The weights for general L**

Put N = 2L and let p have degree at most N − 1. As a function of θ it is a cosine sum,

p(cosθ) = Σ_{n=0}^{N−1} c_n cos nθ.

Multiplication by sinθ turns cosines into sines, because

cos nθ sinθ = ½[sin(n+1)θ − sin(n−1)θ].

Therefore

p(cosθ) sinθ = Σ_{k=1}^{N} b_k sin kθ.

Since ∫_0^π sin kθ dθ = (1 − cos kπ)/k is 2/k for odd k and 0 for even k,

∫_0^π p(cosθ) sinθ dθ = Σ_{k odd} 2b_k/k.

The b_k follow from samples through the discrete orthogonality

Σ_{j=1}^{N−1} sin kθ_j sin k'θ_j = (N/2) δ_kk', 1 ≤ k, k' ≤ N−1.

To prove it, define C(q) = Σ_{j=0}^{N−1} cos(qπj/N) for integer q. The j = 0 term of the sine sum is zero, so that sum equals ½[C(k−k') − C(k+k')]. Clearly C(0) = N. If q is not a multiple of 2N, the cosine sum over j = 0, …, 2N−1 vanishes as a geometric series. In it the terms j and 2N−j are equal, so

0 = 1 + (−1)^q + 2 Σ_{j=1}^{N−1} cos(qπj/N), and hence C(q) = [1 − (−1)^q]/2.

For k ≠ k' the integers k−k' and k+k' have the same parity, and the two C's cancel. For k = k' the result is ½[N − C(2k)] = N/2.

The sine sum also contains k = N, outside the orthogonality range. It does no harm: sin Nθ_j = sin πj = 0 at every node, and N is even, so its integral is zero as well. Thus, for k ≤ N−1,

b_k = (2/N) Σ_j p(cosθ_j) sinθ_j sin kθ_j.

Insert this into the integral and write the odd k as 2r+1. The factor (2/k)(2/N) becomes (2/L)/(2r+1), and the coefficient of p(cosθ_j) is

w_j = (2/L) sinθ_j Σ_{r=0}^{L−1} sin((2r+1)θ_j)/(2r+1).

These are the Driscoll-Healy weights, exact for degrees up to 2L − 1. For L = 2 and θ_1 = 45° the formula gives (1/√2)[1/√2 + (1/√2)/3] = ½ · 4/3 = 2/3, and at 90° it gives 1 − 1/3 = 2/3, as found by hand.

Exactness through degree 2L − 1 imposes 2L conditions at 2L distinct nodes. The matrix is of Vandermonde type and invertible, so these weights are unique and the zero at the pole is forced. Coefficient recovery needs one degree less and leaves a one-parameter family of weights; the extra degree selects this member.

As an algorithm, the transform has three steps:

1. On each ring compute F_m(θ_j) = (π/L) Σ_k f(θ_j,φ_k) e^{−imφ_k} for |m| < L, by a fast Fourier transform.
2. Multiply F_m(θ_j) by w_j.
3. For each m and each l from |m| to L−1 form f_lm = Σ_j w_j F_m(θ_j) Θ_lm(θ_j).

Done directly, the third step costs one multiplication by a tabulated Θ_lm per ring and coefficient. That is (2L−1)L² in all once the pole is skipped.

**Size and sign of the weights**

Call the sine series F(θ), so that w_j = (2/L) sinθ_j F(θ_j). Its derivative is Σ_r cos((2r+1)t). Since 2 sin t cos((2r+1)t) = sin((2r+2)t) − sin(2rt), the sum telescopes, and

F(θ) = ∫_0^θ sin(2Lt)/(2 sin t) dt.

On 0 < t ≤ π/2 the integrand consists of lobes of alternating sign, the first positive. Their areas shrink because 1/sin t decreases, so the running integral stays positive. Replacing θ by π − θ leaves every term of the series unchanged, which covers the other hemisphere. All weights except the one at the pole are therefore positive.

The naive weight is (π/(2L)) sinθ_j, so the ratio of true to naive weight is 4F(θ_j)/π. For 0 < t < π the integrand changes sign precisely at the nodes. Up to the equator, odd rings thus sit at local maxima of F and even rings at local minima. For L = 4 the true weights at 22.5°, 45°, 67.5° and 90° are 0.1780, 0.2476, 0.3935 and 0.3619, against naive values 0.1503, 0.2777, 0.3628 and 0.3927: above, below, above, below. From 67.5° to 90° the ratio falls from 1.08 to 0.92, which outweighs the rise of sinθ from 0.92 to 1, so the weight at the equator is smaller than that of its neighbour; for L = 2 the two effects balance exactly.

For large L at fixed θ between the poles the ratio tends to 1. Indeed F(π/2) = 1 − 1/3 + 1/5 − … tends to π/4, and F(π/2) − F(θ) is the integral of a smooth function times a rapid oscillation, which vanishes as 1/L by partial integration. Next to the pole the limit differs. With t = u/(2L),

F(π/(2L)) = ∫_0^π sin u /[4L sin(u/(2L))] du → ½ ∫_0^π (sin u)/u du = ½ Si(π),

so the ratio on the first ring tends to 2Si(π)/π = 1.1790, a Gibbs excess. At L = 64 the computed ratio is 1.1790 there and 0.9950 at the equator.

The sum of the naive weights also has a closed form. Multiplying Σ_{j=1}^{N−1} sin(πj/N) by 2 sin(π/(2N)) makes it telescope to 2 cos(π/(2N)), so

Σ_j (π/N) sinθ_j = (π/N) cot(π/(2N)) ≈ 2 − π²/(6N²).

The naive rule improves with refinement but does not integrate even a constant exactly at finite N.

**Where exactness ends**

The first failure is at degree N = 2L. The leading coefficient of P_N(x) is C(2N,N)/2^N, where C(2N,N) is the binomial coefficient, and cos^N θ contains cos Nθ with coefficient 2^{1−N}. Multiplication by sinθ brings a factor ½, so P_N(cosθ) sinθ contains sin(N+1)θ with coefficient

b_{N+1} = C(2N,N)/4^N.

At the nodes, sin((N+1)θ_j) = (−1)^j sinθ_j, while sin((N−1)θ_j) = −(−1)^j sinθ_j. The grid therefore mistakes b_{N+1} for −b_{N+1} at frequency N−1. It adds −2b_{N+1}/(N−1) and misses the true contribution 2b_{N+1}/(N+1). The error is

−2b_{N+1}[1/(N−1) + 1/(N+1)] = −[4N/(N²−1)] C(2N,N)/4^N.

For L = 4 this is −(32/63)(12870/65536) = −0.0997, the value the rule assigns to P_8, whose integral is zero.

**Gauss-Legendre latitudes**

Place L rings at the zeros of P_L(x), with weights chosen to integrate every polynomial of degree below L. Divide a polynomial p of degree at most 2L−1 by P_L:

p = P_L q + r, with q and r of degree at most L−1.

The integral of P_L q vanishes by orthogonality, and its sum vanishes because P_L is zero at the nodes. The remainder r is integrated exactly by construction. So L rings reach degree 2L−1, the same as 2L equiangular rings. For L = 4 they lie at 30.56°, 70.12° and their mirror images, with weights 0.3479 and 0.6521.

No rule with L−1 rings suffices, whatever its weights. Recovery at m = 0 requires all products P_l P_l' with l, l' < L to be integrated correctly, and these span the polynomials of degree up to 2L−2. The square of Π_j (x − x_j) over L−1 nodes has that degree and a positive integral, but every term of its sum is zero.

In longitude, 2L−1 equally spaced points suffice, since |m'−m| ≤ 2L−2. With 2L−2 points and L ≥ 2, the orders L−1 and −(L−1) become indistinguishable.

These counts were tested at L = 12 with random coefficients whose real and imaginary parts have unit variance. Both full grids recover all 144 coefficients with a largest absolute error of about 9·10⁻¹⁵, which is rounding. With 11 Gauss rings the largest error is 1.2, and with 22 longitudes it is 1.5, as large as the coefficients themselves.

With 2L longitudes on each ring, and the single point at the pole counted 2L times in the first line, the sample counts are

equiangular: 2L · 2L = 4L²
equiangular without the pole ring: (2L−1) · 2L
Gauss-Legendre: L · 2L = 2L².

The full ratio is 2. Without the pole it is (2L−1)/L = 2 − 1/L: 1.5 for L = 2, 1.917 for L = 12 and 1.996 for L = 256. At L = 256 there are 65 536 coefficients, 262 144 equiangular samples and 131 072 Gauss samples. Gauss latitudes also reduce the direct Legendre step from (2L−1)L² to L³ multiplications. The equiangular grid offers uniform spacing and nodes in closed form.

**What the additional rings buy**

Consider a component just above the band limit. Degree L does no damage on either grid: against l < L the polynomial degree is at most 2L−1, and the difference of orders is also at most 2L−1. Contamination starts at degree L+1.

Take f = Y_{L+1,0} and ask what is wrongly assigned to (L−1,0). The normalization factors and the longitude integral combine to ½√((2L+3)(2L−1)), multiplying the latitude sum of P_{L+1}P_{L−1}. At the Gauss nodes P_L = 0, so the recurrence (L+1)P_{L+1} = (2L+1)xP_L − L P_{L−1} reduces to P_{L+1} = −[L/(L+1)]P_{L−1}. The sum of P_{L−1}² is exact and equals 2/(2L−1). Hence

Gauss leak = −[L/(L+1)] √((2L+3)/(2L−1)).

On the equiangular grid the error of a degree-2L polynomial depends only on its leading coefficient, because all lower degrees are exact. Write c_n = C(2n,n)/4^n, so that P_n has leading coefficient 2^n c_n. The leading coefficient of P_{L+1}P_{L−1} is then c_{L+1}c_{L−1}/c_{2L} times that of P_{2L}. Multiplying the error found for P_{2L} by this ratio and by the normalization gives

equiangular leak = −[2N/(N²−1)] √((2L+3)(2L−1)) c_{L+1} c_{L−1}.

For large n, c_n ≈ 1/√(πn), and the leak tends to −2/(πL). The Gauss leak tends to −1. At L = 12 the values are −0.054 and −1.000: the Gauss grid takes Y_{13,0} for a full-sized Y_{11,0} of opposite sign, while the equiangular grid passes about 5% of it.

This advantage concerns latitude. The component l = m = L+1 is still confused with l = L−1, m = −(L−1), since the orders differ by 2L, and the remaining latitude integrand is proportional to sin^{2L}θ, which has one sign. More rings do not remove that error; more longitudes do.

**Quadrature count and information count**

The factor two does not mean that equiangular samples carry half the information. Take L rings at the midpoints θ_j = (j+½)π/L, j = 0, …, L−1. For each m the ring transforms are sin^{|m|}θ times a polynomial of degree below L−|m|. Its L−|m| unknown coefficients are fixed by L distinct rings away from the poles. A least-squares solution for each m recovers the L = 12 coefficients to 9·10⁻¹⁵, from as many samples as the Gauss grid.

What these L rings cannot support, for L ≥ 2, is one set of weights serving all m. The order m = 0 alone rules it out: it requires exactness through degree 2L−2, which would make the nodal polynomial Π_j (x − x_j) orthogonal to all polynomials of degree up to L−2, hence a combination of P_L and P_{L−1}. The nodes are symmetric about the equator, so parity excludes P_{L−1}. But the midpoint nodes are the zeros of the Chebyshev polynomial T_L. The ratio of its x^{L−2} coefficient to its x^L coefficient is −L/4, while for P_L it is −L(L−1)/[2(2L−1)]. Equality would require 2L−1 = 2L−2. At L = 12 the best weights still miss the required Legendre moments by 0.195 in Euclidean norm, where the one nonzero moment is 2.

The same reasoning fixes the minimum number n of midpoint rings θ_j = (j+½)π/n, whose nodal polynomial is proportional to T_n. For n ≤ 2L−2, exactness through degree 2L−2 requires ∫T_n q dx = 0 for every q of degree up to 2L−2−n. For even n take q = 1: ∫_0^π cos nθ sinθ dθ = 1/(n+1) − 1/(n−1) = −2/(n²−1), which is not zero. For odd n ≤ 2L−3 take q = x: xT_n = ½(T_{n+1} + T_{n−1}) has a negative integral for n ≥ 3, and for n = 1 it is x², with a positive integral. So at least 2L−1 midpoint rings are needed, and 2L−1 suffice, because their weights can meet the 2L−1 conditions for degrees 0 to 2L−2.

Nearly doubling the midpoint rings, from L to 2L−1, is thus the price of a recovery formula with one weight per ring, common to all l and m. With L midpoint rings the least-squares solution can also be tabulated in advance as weighted sums, but their weights do not all have the form w_j Θ_lm(θ_j) with a common w_j. Gauss-Legendre latitudes avoid that price, but they are in general not equally spaced: for L = 4 the gaps between neighbouring rings are 39.57° and 39.75°. The numerical output lists the weights and sample counts.

Computed values

```
L=2 example, f = 1 + 2 cos(theta) + 3 sin(theta) cos(phi)
theta/deg   weight    naive weight   mean of f on ring
    0.00   0.000000     0.000000       3.000000
   45.00   0.666667     0.555360       2.414214
   90.00   0.666667     0.785398       1.000000
  135.00   0.666667     0.555360      -0.414214
sum of weights 2.000000, of naive weights 1.896119
f_lm for (l,m)=(0, 0): grid 3.544908, analytic 3.544908, naive 3.360783
f_lm for (l,m)=(1, 0): grid 4.093307, analytic 4.093307, naive 3.409891
f_lm for (l,m)=(1, 1): grid -4.341608, analytic -4.341608, naive -4.365785
f_lm for (l,m)=(1, -1): grid 4.341608, analytic 4.341608, naive 4.365785
L=4 equiangular: theta/deg, weight, naive weight
    0.00   0.000000   0.000000
   22.50   0.177965   0.150279
   45.00   0.247619   0.277680
   67.50   0.393464   0.362807
   90.00   0.361905   0.392699
  112.50   0.393464   0.362807
  135.00   0.247619   0.277680
  157.50   0.177965   0.150279
L=4 Gauss-Legendre: theta/deg, weight
  30.556   0.347855
  70.124   0.652145
 109.876   0.652145
 149.444   0.347855
L=4 equiangular rule applied to P_8 (true integral 0): -0.099749
L=64 weight/naive: first ring 1.17900, equator 0.99503; limit 2Si(pi)/pi 1.17898
L=12, largest coefficient error for random coefficients:
  equiangular 24x24: 9.1e-15; Gauss 12x24: 8.8e-15
  Gauss 11 rings: 1.183; Gauss 22 longitudes: 1.529
L=12 leak of Y_13,0 into (11,0): equiangular -0.05422, Gauss -1.00013; -2/(pi L) = -0.05305
L=12, 12 midpoint rings: least-squares error 9.3e-15, best-weight moment misfit 0.1953
L, coefficients, equiangular, without pole, Gauss, ratio, ratio no pole
   2       4       16       12        8   2.000   1.500
   4      16       64       56       32   2.000   1.750
  12     144      576      552      288   2.000   1.917
  64    4096    16384    16256     8192   2.000   1.984
 256   65536   262144   261632   131072   2.000   1.996
```
